Surface photovoltage of a Schottky contact on cooling

**Problem**

A thin metal film lies on an n-type semiconductor and forms a Schottky barrier φ = 0.7 eV, measured from the metal's Fermi level to the conduction-band edge at the interface. The Richardson constant is A = 112 A/cm²K². In a photoemission measurement the back of the semiconductor is grounded to the spectrometer and the film floats. The light produces a net photocurrent density J = 10⁻⁷ A/cm², which charges the film positively. It counts the photogenerated holes that reach the film and the photoelectrons that leave it, averaged over the whole film, since a continuous film is at one potential even if only a spot on it is lit.

Find the steady photovoltage V between film and ground at 300 K and at 100 K, with φ, A and J held fixed. Thermionic emission over a uniform barrier is the one current that opposes J. What does V do to a barrier height read from the spectra?

**A tempting solution**

At 300 K the thermal energy is k_BT = 25.85 meV, and the thermionic saturation current density is J0 = 1.754×10⁻⁵ A/cm². The photovoltage of an illuminated diode at open circuit is

V = (k_BT/q) ln(1 + J/J0).

With J/J0 = 5.70×10⁻³ this gives 0.147 mV. The prefactor k_BT/q falls by a factor of three on cooling to 100 K, so V should fall to 0.049 mV. Cooling would then make a negligible error smaller still.

**Where it fails**

The diode equation is right, and so is the value at 300 K. The fault is that J0 was kept at its room-temperature value. J0 is the rate at which thermally excited electrons cross the barrier, and it depends on temperature far more strongly than the prefactor does. To see how strongly, J0 has to be derived.

**The thermionic current**

Take electrons at the barrier top with effective mass m and momentum p. Their energy above the metal's Fermi level is φ + p²/2m. Since φ is much larger than k_BT, the Fermi function reduces to exp[−(φ + p²/2m)/k_BT]. With two spin states per phase-space volume h³, the current density in one direction is

J0 = q (2/h³) exp(−φ/k_BT) ∫ d³p (p_z/m) exp(−p²/2mk_BT), p_z > 0.

The integral separates. The two transverse directions give 2πmk_BT, and the normal direction gives

∫₀^∞ dp_z (p_z/m) exp(−p_z²/2mk_BT) = k_BT.

Hence

J0 = A T² exp(−φ/k_BT), A = 4πq m k_B²/h³.

The given A corresponds to m = 0.932 electron masses. This is a formal equivalent and not a band mass of silicon. Summed over its six valleys, silicon has a bare constant near 250 A/cm²K², and 112 is the usual effective value, already reduced by reflection, scattering and diffusion. Using 250 instead would lower V at 100 K by only 7 mV.

**The balance under light**

In the dark, equal currents J0 flow both ways. Under light the film becomes positive, so its Fermi level lies qV below that of the semiconductor bulk. The barrier seen from the metal is still φ, and the flow from metal to semiconductor stays J0. Seen from the bulk Fermi level, the barrier is φ − qV, provided that this level stays flat up to the barrier top. The electron flow into the metal is therefore J0 exp(qV/k_BT).

The film's charge is steady when the net electron inflow cancels the positive charging:

J = J0 [exp(qV/k_BT) − 1].

Solving for V,

V = (k_BT/q) ln(1 + J/J0), with J0 taken at the actual temperature.

**The two values**

At 300 K:

AT² = 112 × 300² = 1.008×10⁷ A/cm²
φ/k_BT = 27.08, so J0 = 1.754×10⁻⁵ A/cm²
V = 25.85 mV × ln(1.00570) = 0.147 mV.

At 100 K:

AT² = 112 × 100² = 1.12×10⁶ A/cm²
φ/k_BT = 81.23, so J0 = 5.90×10⁻³⁰ A/cm²
J/J0 = 1.695×10²², whose logarithm is 51.18
V = 8.617 mV × 51.18 = 441 mV = 0.44 V.

Cooling reduces J0 by a factor of 9 through T² and by exp(54.15), about 3×10²³, through the exponential. The film must charge until the barrier seen from the bulk is low enough for the thermal flow to match J again.

As a check on the Boltzmann step, the Fermi–Dirac fluxes were integrated numerically and V was adjusted until their difference equalled J. This gave 0.1470 mV and 0.4411 V.

**Two regimes and the crossover**

For J ≪ J0 the logarithm is linear, and V ≈ (k_BT/q) J/J0. For J ≫ J0 the 1 can be dropped:

qV ≈ k_BT ln(J/J0) = φ − k_BT ln(AT²/J).

The regimes meet where J = J0. Taking the square root of T² exp(−φ/k_BT) = J/A gives T exp(−φ/2k_BT) = √(J/A). With w = φ/(2k_BT) this becomes

w exp(w) = (φ/2k_B) √(A/J).

The solution is w = 15.96, or T = 254.5 K, where V = (k_BT/q) ln 2 = 15.2 mV. The photovoltage passes 1 mV at 280.6 K, 10 mV at 259 K and 50 mV at 238 K, so cooling by 40–60 K already shifts the levels by 9–45 meV.

**Growth without a turning point**

Let r = J/J0 and x = φ/k_BT. From r = (J/AT²) exp(φ/k_BT),

d ln r/dT = −(2 + x)/T.

Differentiating qV = k_BT ln(1 + r) then gives

q dV/dT = k_B [ln(1 + r) − (2 + x) r/(1 + r)].

The first term is the one the tempting solution kept. The slope is negative if

g(r) = (1 + 1/r) ln(1 + r) < 2 + x.

Now g increases with r, because g′(r) = [r − ln(1 + r)]/r² > 0. Also r ≤ exp(x) whenever J ≤ AT², which for this J holds down to far below 1 K. It is therefore enough to test r = exp(x):

g = x + x exp(−x) + [1 + exp(−x)] ln[1 + exp(−x)].

The second term is at most 1/e and the third at most 2 ln 2. Together they stay below 1.76, which is less than 2. In this model V therefore rises steadily on cooling. The result belongs to the uniform barrier and to the depletion picture. For the doping used below the bands reach flat band near 11 K without compensation, and near 15–19 K with 10¹²–10¹⁵ compensating acceptors/cm³. A Gaussian spread of barriers, treated below, slows the rise. Its simple formula even gives a maximum, near 45 K for a standard deviation of 30 meV and near 87 K for 60 meV. At those points, however, the patches that carry the current are already past flat band and the formula no longer holds. With the current of each patch limited to its flat-band value, V keeps rising down to 20 K. At 100 K the slope is −2.76 mV/K for the uniform barrier, and −2.2 and −1.2 mV/K for spreads of 30 and 60 meV with this limit.

**What the spectra show**

Raising the bulk Fermi level relative to the metal flattens the upward-bent bands. Relative to the grounded spectrometer, the film's Fermi edge and the semiconductor levels at the interface both move to higher binding energy by qV. A barrier referred to the spectrometer's Fermi level is then

φ_app = φ − qV.

At 300 K this is 0.700 eV, but at 100 K it is 0.259 eV. For J ≫ J0 the earlier result gives

φ_app ≈ k_BT ln(AT²/J),

in which φ no longer appears. Contacts with different barriers but equal A, J and T would show the same apparent barrier, which could be mistaken for Fermi-level pinning.

The remedy is to measure the interface levels from the film's own Fermi edge. At the interface both shift by qV, so their difference retains φ. The spectra average the semiconductor levels over the escape depth, which offsets the result by about field times depth. For a depth of 2 nm at 100 K the offset is 9 meV in the dark and 5 meV under light at 10¹⁶ donors/cm³, and some 60–85 meV at 10¹⁸, where it must be corrected for. This requires a film thick enough to show a metallic edge and at one potential throughout the probed area.

In the ideal contact, dimming the light helps little in the cold. While J ≫ J0, a tenfold reduction of J lowers V by (k_BT/q) ln 10, or 20 mV at 100 K. Reaching 1 mV there would require J = J0 [exp(1/8.617) − 1], about 7×10⁻³¹ A/cm². A leakage path changes this: with a shunt of 10 MΩ cm², V at 100 K drops from 436 to 100 mV on the first tenfold dimming and in proportion to J after that. Without leakage, warming is far more effective, but the value at 300 K is negligible only because J is small. It is 1.4 mV for J = 10⁻⁶, 12 mV for 10⁻⁵ and 49 mV for 10⁻⁴ A/cm². A 1487 eV photon makes about 400 electron–hole pairs in silicon, so if all are collected, J = 10⁻⁷ A/cm² corresponds to only about 1.5×10⁹ photons/cm²s.

**Room left in the band bending**

The depletion picture requires qV to stay below the dark band bending φ − ζ, where ζ is the depth of the bulk Fermi level below the conduction band. For J ≫ J0, inserting qV = φ − k_BT ln(AT²/J) turns this into

J < AT² exp(−ζ/k_BT).

For 10¹⁶ donors/cm³ at a depth of 45 meV, ζ follows from equating the free-electron density to the density of ionized donors:

N_c exp(−ζ/k_BT) = N/{1 + 2 exp[(E_d − ζ)/k_BT]}.

Here N is the donor density, E_d the donor depth and N_c = 2(2πm_d k_BT/h²)^(3/2), with m_d = 1.08 electron masses. At 100 K this gives ζ = 0.058 eV and a dark bending of 0.642 eV, of which 0.20 eV remains under light. The limit on J is about 1.4×10³ A/cm², far above the photocurrent.

**Comparison with real contacts**

The barrier and Richardson constant are in the usual range for a metal on moderately doped n-type silicon; the silicon values used here are rough. Real contacts break the assumption of one fixed, uniform barrier crossed by thermionic emission alone. If an effect multiplies both thermionic flows by F, then J0 becomes FJ0, and for J ≫ FJ0 the voltage shifts by −(k_BT/q) ln F. Taken one at a time, the effects change the 0.441 V at 100 K as follows:

- A Gaussian spread of barriers with standard deviation σ = 30 meV gives F = exp[σ²/2(k_BT)²] on averaging exp(−φ/k_BT), and V = 0.389 V. This assumes patches wide enough to act independently.
- The image force lowers the barrier by √(q³E/4πε), where E is the interface field and ε the permittivity. This gives 0.423 V.
- Tunnelling through the parabolic depletion barrier, in the WKB approximation with a mass of 0.26 electron masses, gives 0.432 V. WKB ignores reflection at the step into the metal, which works the other way and can cancel this 9 mV, so the figure is an upper estimate of the effect. An effective A of 112 also contains part of it already.
- A finite supply velocity through the depletion layer, taken as low as 10⁷ cm/s, gives 0.442 V. The electrons stay near equilibrium, so this velocity is set by the low-field mobility and the field. For a mobility of 1000 cm²/Vs or more it exceeds 2×10⁷ cm/s, and the shift is below 0.5 mV with A = 112, or about 1 mV if the bare constant of 250 sets the emission rate.
- If the barrier rises with the gap by 0.04 eV on cooling, V = 0.481 V.

Combined as independent factors they give 0.40 V at 100 K and 0.03 mV at 300 K. This overstates the lowering, because image force and tunnelling act on the same barrier top and reflection is left out, so 0.40–0.42 V is as much as these values support. This includes the assumed rise of the barrier by 0.04 eV; without it V is about 0.37 V. The contrast between the temperatures survives, but the value 0.44 V belongs to the ideal model. The shift from the barrier spread is σ²/2k_BT, which for σ = 60 meV is 0.21 V at 100 K and alone would leave V = 0.23 V. The formula is then at the end of its range. The patches that carry the current lie σ²/k_BT, or 7σ, below the mean, cover about 10⁻¹² of the area and have reached flat band. Allowing for this and for the finite number of patches in a film of 1 mm² to 1 cm² gives V = 0.24–0.26 V for patches 0.3–1 μm wide, and 0.26–0.29 V for patches of 10 μm. Heavier doping strengthens image lowering and tunnelling, and at 10¹⁸ donors/cm³ these alone, taken as WKB tunnelling through the image-rounded barrier, remove about 0.15 V at 100 K for a tunnelling mass of 0.26 (about 0.19 V for a mass of 0.19 and 0.1 V for 0.5).

Recombination in the depletion layer, for a lifetime of 1 μs, carries less than 10⁻¹⁰ A/cm² at either temperature and is negligible. A leakage path is more serious. At 0.441 V a shunt of 4.4 MΩ cm² would carry the whole photocurrent, so V would stay below its ideal value. Grounding the film directly removes the photovoltage between film and spectrometer, if the contact resistance and the sheet resistance of the film are small (10⁵ Ω per square leaves about 5 mV at the far end of a 1 cm strip grounded at one edge).

The steady state also takes time. Starting from dark equilibrium, narrowing the depletion layer to its illuminated width at 100 K requires at least 0.20 s at this photocurrent, and longer as the return current grows. Spectra taken sooner after the light is switched on would show a smaller shift. The ideal contact is slow to reach that starting point in the cold. Cooling in the dark over minutes to hours leaves about 0.07–0.09 V (a linear ramp from 300 K lasting 10 h to 1 min), and after an exposure V is still 0.32 V after an hour in the dark, so the rise is then shorter. A leakage path would speed this decay. At intermediate temperatures the steady V of the ideal contact is 23 mV at 250 K, 0.158 V at 200 K and 0.301 V at 150 K.

Computed results

```
Barrier 0.7 eV, A 112.0 A/cm2K2, photocurrent 1e-07 A/cm2
Mass implied by A: 0.932 electron masses
Photocurrent as particle flux: 6.24e+11 /cm2 s
T 300 K: kT 25.852 meV, phi/kT 27.08, J0 1.754e-05 A/cm2
   J/J0 5.702e-03, V 0.147 mV, apparent barrier 0.6999 eV
T 250 K: kT 21.543 meV, phi/kT 32.49, J0 5.417e-08 A/cm2
   J/J0 1.846e+00, V 22.53 mV, apparent barrier 0.6775 eV
T 200 K: kT 17.235 meV, phi/kT 40.62, J0 1.028e-11 A/cm2
   J/J0 9.726e+03, V 158.3 mV, apparent barrier 0.5417 eV
T 150 K: kT 12.926 meV, phi/kT 54.15, J0 7.628e-18 A/cm2
   J/J0 1.311e+10, V 301.1 mV, apparent barrier 0.3989 eV
T 100 K: kT 8.617 meV, phi/kT 81.23, J0 5.899e-30 A/cm2
   J/J0 1.695e+22, V 441.1 mV, apparent barrier 0.2589 eV
V from flux balance: 300 K 0.1470 mV, 100 K 0.4411 V
Linear limit at 300 K: 0.1474 mV
kT ln(A T^2/J) at 100 K: 0.2589 eV
Slope dV/dT at 100 K: -2.762 mV/K
Crossover J = J0 at 254.52 K, V there 15.20 mV
V reaches 1 mV at 280.6 K
Largest excess in monotonicity bound: 1.386 (must be < 2)
Rough silicon-like values for neglected effects:
  donors 1e+16 /cm3, depth 45 meV, permittivity 11.7
  masses: density of states 1.08, tunnelling 0.26; spread 30 meV
  drift limit 1e+07 cm/s, lifetime 1e-06 s, gaps 1.12 and 1.16 eV (300, 100 K)
  tunnelling energy E00 1.065 meV
  300 K: free electrons 9.96e+15 /cm3, Fermi depth 0.205 eV, dark bending 0.495 eV
  100 K: free electrons 6.82e+15 /cm3, Fermi depth 0.058 eV, dark bending 0.642 eV
Flat-band limit on photocurrent at 100 K: 1.41e+03 A/cm2
Corrected V, one effect at a time (300 K in mV; 100 K in V):
  image force: 0.0630 mV; 0.4232 V
  tunnelling: 0.0975 mV; 0.4321 V
  barrier spread: 0.0751 mV; 0.3889 V
  finite drift: 0.1797 mV; 0.4421 V
  gap change: 0.1470 mV; 0.4811 V
  all five: 0.0261 mV; 0.4020 V
Recombination current: 300 K 6.4e-11, 100 K 5.4e-18 A/cm2
Shunt carrying all of J at 100 K: 4.41 Mohm cm2
Minimum charging time at 100 K: 0.20 s
```
